**Pumping speed and residence time behind a pipe**

A pump of speed \(S_p\) behind a conductance \(C\) gives the chamber a speed \(S=CS_p/(C+S_p)\), and a well-mixed chamber of volume \(V\) has residence time \(V/S\). For \(S_p=100\) L/s, \(C=25\) L/s and \(V=10\) L, the output shows 20 L/s and 0.500 s, five times the pump-alone value. The program asserts the series law against linear solutions of the flow balances and against upstream integration of the pipe-flow equation. It also asserts the slip-flow formula against a finite-volume velocity profile, and the residence and purge times against an integrated mole balance. A two-volume eigenvalue calculation confirms the constant-conductance pump-down time when the volume at the pump inlet is very small. The remaining output sizes the effects of carrier flow, pump size, temperature, imperfect mixing, wall exchange and gas inertia. It shows that the speed at the chamber changes from 14.7 to 27.2 L/s between half and double the carrier flow.

## Check in Python

```python
"""
Result under test: a pump of speed S_p behind a conductance C gives the
chamber a speed S = C*S_p/(C+S_p); a mixed chamber of volume V then has
residence time V/S = (1+S_p/C)*V/S_p.  For 100 and 25 L/s: 20 L/s, factor 5.
Symbols: p1 chamber pressure, p2 pump-inlet pressure, Q throughput (p*volume
per time), eta viscosity, lam_p mean free path times pressure.
SI units inside; L/s, Torr, s and sccm in the printed output.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp

R, kB = const.R, const.k
torr = const.torr
litre = 1e-3

# Chosen inputs (viscosity and diffusivity are rough typical values)
S_pump, C_pipe, V = 100*litre, 25*litre, 10*litre
T = 423.0
radius, length = 0.02, 2.0
eta, molar_mass = 2.3e-5, 0.028
D_ref, T_ref = 1.0e-5, 300.0      # precursor in nitrogen at 1 atm, m2/s
chamber_length = 0.20
fraction = 1e-4


def series_speed(c, s):
    return c*s/(c + s)


S_eff = series_speed(C_pipe, S_pump)
tau_pump, tau = V/S_pump, V/S_eff

# Series law against direct solution of the two flow balances
for c, s in [(25., 100.), (3., 70.), (400., 9.), (50., 50.)]:
    balances = np.array([[c, -c], [0., s]])
    pressures = np.linalg.solve(balances, np.array([1., 1.]))
    assert abs(1/pressures[0] - series_speed(c, s)) < 1e-10*s
    assert abs(pressures[0]*s - (1 + s/c)) < 1e-10*(1 + s/c)
assert abs(S_eff/litre - 20) < 1e-10
assert abs(tau/tau_pump - 5) < 1e-10

# Operating point at which the real pipe has the stated conductance
lam_p = eta*np.sqrt(np.pi*R*T/(2*molar_mass))
pipe_factor = np.pi*radius**4/(8*eta)
slip_pressure = 4*lam_p/radius
p_mean = C_pipe*length/pipe_factor - slip_pressure
p1 = 2*p_mean/(1 + S_eff/S_pump)
p2 = p1*S_eff/S_pump
Q = p1*S_eff
mol_rate = Q/(R*T)
sccm = const.atm*1e-6/(R*273.15)/60


def chamber_pressure(throughput, pump_speed):
    """Integrate the local flow law upstream from the pump inlet."""
    sol = solve_ivp(
        lambda x, p: throughput/(pipe_factor*(p + slip_pressure)),
        (0, length), [throughput/pump_speed], rtol=1e-10, atol=1e-10)
    return sol.y[0, -1]


p1_num = chamber_pressure(Q, S_pump)
assert abs(Q/p1_num/S_eff - 1) < 1e-6
assert abs(Q/(p1_num - Q/S_pump)/C_pipe - 1) < 1e-6

# Slip-flow formula against a finite-volume radial velocity profile
cells = 400
dr = radius/cells
r = (np.arange(cells) + 0.5)*dr
lam = lam_p/p_mean
matrix = np.zeros((cells, cells))
for i in range(cells - 1):
    g = (i + 1)*dr/dr
    matrix[i, i] -= g
    matrix[i, i+1] += g
    matrix[i+1, i+1] -= g
    matrix[i+1, i] += g
matrix[-1, -1] -= radius/(dr/2 + lam)
velocity = np.linalg.solve(matrix, -r*dr)
flow_num = np.sum(2*np.pi*r*velocity*dr)
flow_formula = np.pi*radius**4/8*(1 + 4*lam/radius)
assert abs(flow_num/flow_formula - 1) < 1e-4

# Washout in moles, using the numerically integrated chamber pressure
n_total = p1_num*V/(R*T)


def reached(t, y):
    return y[0] - fraction


wash = solve_ivp(lambda t, y: [-mol_rate*y[0]/n_total, y[0]],
                 (0, 15), [1., 0.], events=reached, rtol=1e-10, atol=1e-13)
tau_num = wash.y[1, -1]
purge_num = wash.t_events[0][0]
purge, purge_pump = tau*np.log(1/fraction), tau_pump*np.log(1/fraction)
assert abs(tau_num/tau - 1) < 1e-5
assert abs(purge_num/purge - 1) < 1e-5


# Evacuation without carrier at constant C, with a volume at the pump inlet
def pumpdown_time(V_inlet):
    a = np.array([[-C_pipe/V, C_pipe/V],
                  [C_pipe/V_inlet, -(C_pipe + S_pump)/V_inlet]])
    return -1/np.max(np.linalg.eigvals(a).real)


assert abs(pumpdown_time(1e-5*V)/tau - 1) < 1e-4
V_line = np.pi*radius**2*length

# Conductance changes with operating conditions
S_half = 0.5*Q/chamber_pressure(0.5*Q, S_pump)
S_double = 2*Q/chamber_pressure(2*Q, S_pump)
S_bigpump = Q/chamber_pressure(Q, 2*S_pump)
assert S_half < S_eff < S_double
assert S_bigpump < series_speed(C_pipe, 2*S_pump)

# Pipe and pump at 300 K, speeds kept at the stated values
T_cool = 300.0
tau_cool = (p1*V/(R*T))/(p1*S_eff/(R*T_cool))
tau_pump_cool = (p1*V/(R*T))/(p1*S_pump/(R*T_cool))
assert abs(tau_cool/tau_pump_cool - 5) < 1e-10

# Imperfect mixing: inlet at one end of the chamber, outlet at the other
D = D_ref*(T/T_ref)**1.75*const.atm/p1


def mixing_model(diffusivity, n=150):
    h, u = chamber_length/n, chamber_length/tau
    a = np.zeros((n, n))
    for i in range(n - 1):
        left, right = u/2 + diffusivity/h, u/2 - diffusivity/h
        a[i, i] -= left/h
        a[i, i+1] -= right/h
        a[i+1, i] += left/h
        a[i+1, i+1] += right/h
    a[-1, -1] -= u/h
    pulse = np.zeros(n)
    pulse[0] = 1
    mean_time = np.sum(np.linalg.solve(-a, pulse))
    return mean_time, -1/np.max(np.linalg.eigvals(a).real)


mean_mix, tail_mix = mixing_model(D)
assert abs(mean_mix/tau - 1) < 1e-6
assert abs(mixing_model(1000*D)[1]/tau - 1) < 0.01
assert tail_mix < tau

# Loosely held precursor in fast exchange with the gas (illustrative)
wall_area, wall_density, precursor_share = 0.3, 1e18, 0.10
wall_ratio = wall_area*wall_density/(precursor_share*p1*V/(kB*T))
k_off = 1e4
wall_matrix = np.array([[-1/tau - k_off*wall_ratio, k_off],
                        [k_off*wall_ratio, -k_off]])
tau_wall = -1/np.max(np.linalg.eigvals(wall_matrix).real)
assert abs(tau_wall/(tau*(1 + wall_ratio)) - 1) < 1e-3

# Inertia, rarefaction and back-diffusion in the pipe
area = np.pi*radius**2
v1, v2 = S_eff/area, S_pump/area
mach = v2/np.sqrt(1.4*R*T/molar_mass)
inertia = (4/3)*p2*molar_mass/(R*T)*v2**2/(p1 - p2)
reynolds = 2*mol_rate*molar_mass/(np.pi*radius*eta)
knudsen = lam_p/p2/(2*radius)
peclet = v1*length/D
assert inertia < 0.05 and reynolds < 2000 and knudsen < 0.1 and peclet > 50


def show(label, value, unit="", fmt=".3f"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


show("Pump speed", S_pump/litre, "L/s", ".1f")
show("Pipe conductance", C_pipe/litre, "L/s", ".1f")
show("Speed at chamber", S_eff/litre, "L/s", ".1f")
show("Chamber volume", V/litre, "L", ".1f")
show("Residence time, pump alone", tau_pump, "s")
show("Residence time, with pipe", tau, "s")
show("Residence time, integrated washout", tau_num, "s", ".5f")
show("Ratio of residence times", tau/tau_pump, "", ".2f")
show("Purge target fraction", fraction, "", ".0e")
show("Purge time, pump alone", purge_pump, "s", ".2f")
show("Purge time, with pipe", purge, "s", ".2f")
show("Speed, pump doubled, C fixed",
     series_speed(C_pipe, 2*S_pump)/litre, "L/s", ".1f")
show("Speed, C doubled, pump fixed",
     series_speed(2*C_pipe, S_pump)/litre, "L/s", ".1f")
show("Temperature", T, "K", ".0f")
show("Pipe diameter", 200*radius, "cm", ".1f")
show("Pipe length", 100*length, "cm", ".0f")
show("Nitrogen viscosity (rough)", eta, "Pa s", ".1e")
show("Mean pipe pressure", p_mean/torr, "Torr", ".4f")
show("Slip term 4*lam_p/a", slip_pressure/torr, "Torr", ".4f")
show("Chamber pressure", p1/torr, "Torr", ".4f")
show("Pump-inlet pressure", p2/torr, "Torr", ".4f")
show("Throughput at 423 K", Q/torr/litre, "Torr L/s", ".2f")
show("Carrier flow", mol_rate/sccm, "sccm", ".0f")
show("Chamber speed, half carrier flow", S_half/litre, "L/s", ".1f")
show("Chamber speed, double carrier flow", S_double/litre, "L/s", ".1f")
show("Chamber speed, real pipe, pump doubled",
     S_bigpump/litre, "L/s", ".1f")
show("Residence time, pipe and pump at 300 K", tau_cool, "s")
show("Pump-alone time, pump at 300 K", tau_pump_cool, "s")
show("Precursor diffusivity in chamber", D*1e4, "cm2/s", ".0f")
show("Chamber length", 100*chamber_length, "cm", ".0f")
show("Mean residence, imperfect mixing", mean_mix, "s")
show("Tail time constant, imperfect mixing", tail_mix, "s")
show("Wall area (chosen)", wall_area, "m2", ".1f")
show("Loosely held molecules (chosen)", wall_density*1e-4, "cm-2", ".0e")
show("Precursor share of gas (chosen)", precursor_share, "", ".2f")
show("Wall-to-gas precursor ratio", wall_ratio)
show("Time constant with wall exchange", tau_wall, "s")
show("Pipe volume", V_line/litre, "L", ".2f")
show("Constant-C pump-down, pipe volume at pump",
     pumpdown_time(V_line), "s")
show("Gas speed at pipe inlet", v1, "m/s", ".1f")
show("Gas speed at pipe outlet", v2, "m/s", ".1f")
show("Mach number at outlet", mach)
show("Outlet momentum flux / pressure drop", inertia, "", ".4f")
show("Reynolds number", reynolds, "", ".1f")
show("Knudsen number at outlet", knudsen)
show("Pipe Peclet number", peclet, "", ".0f")
print("ALL CHECKS PASSED")
```

Output:

```
Pump speed: 100.0 L/s
Pipe conductance: 25.0 L/s
Speed at chamber: 20.0 L/s
Chamber volume: 10.0 L
Residence time, pump alone: 0.100 s
Residence time, with pipe: 0.500 s
Residence time, integrated washout: 0.50000 s
Ratio of residence times: 5.00
Purge target fraction: 1e-04
Purge time, pump alone: 0.92 s
Purge time, with pipe: 4.61 s
Speed, pump doubled, C fixed: 22.2 L/s
Speed, C doubled, pump fixed: 33.3 L/s
Temperature: 423 K
Pipe diameter: 4.0 cm
Pipe length: 200 cm
Nitrogen viscosity (rough): 2.3e-05 Pa s
Mean pipe pressure: 0.1220 Torr
Slip term 4*lam_p/a: 0.0153 Torr
Chamber pressure: 0.2033 Torr
Pump-inlet pressure: 0.0407 Torr
Throughput at 423 K: 4.07 Torr L/s
Carrier flow: 207 sccm
Chamber speed, half carrier flow: 14.7 L/s
Chamber speed, double carrier flow: 27.2 L/s
Chamber speed, real pipe, pump doubled: 20.4 L/s
Residence time, pipe and pump at 300 K: 0.355 s
Pump-alone time, pump at 300 K: 0.071 s
Precursor diffusivity in chamber: 682 cm2/s
Chamber length: 20 cm
Mean residence, imperfect mixing: 0.500 s
Tail time constant, imperfect mixing: 0.416 s
Wall area (chosen): 0.3 m2
Loosely held molecules (chosen): 1e+14 cm-2
Precursor share of gas (chosen): 0.10
Wall-to-gas precursor ratio: 0.065
Time constant with wall exchange: 0.532 s
Pipe volume: 2.51 L
Constant-C pump-down, pipe volume at pump: 0.505 s
Gas speed at pipe inlet: 15.9 m/s
Gas speed at pipe outlet: 79.6 m/s
Mach number at outlet: 0.190
Outlet momentum flux / pressure drop: 0.0168
Reynolds number: 6.0
Knudsen number at outlet: 0.047
Pipe Peclet number: 467
ALL CHECKS PASSED
```
